**Takahashi-Imada beads: fourth-order trace, second-order positions**

For a particle of mass m in a smooth potential V, with ħ = 1, inverse temperature β, P beads and ε = β/P, the Takahashi-Imada action gives ln Z with an error of order ε⁴. The plain bead average of a position function O has the bias −(ε²/12m)⟨V′O′⟩, and the estimator O + (ε²/12m)V′O′ removes it. The program asserts the commutators symbolically for two unequal masses and the expansion of the step's logarithm with random matrices. It compares noise-free bead averages, from numerical matrix multiplication, with a grid diagonalization of the Hamiltonian, and asserts the convergence orders and the size of the predicted bias. It also asserts that numerical differentiation of ln Z gives the corrected average when the gradient term responds to the source, and the plain average when that term is frozen. In the anharmonic example with 16 beads, the error of ⟨x²⟩ falls from −6.9 to −0.23 percent. In a scan of P over multiples of 4, the relative error of ⟨x²⟩ stays below 0.1 percent from 120 beads on with the primitive action, from 140 with plain Takahashi-Imada averages and from 24 with corrected ones.

## Verification by program

```python
"""
Takahashi-Imada (TI) path integral: which averages are fourth order?
Result under test (hbar = 1, eps = beta/P, one dimension):
  bead potential W = V + eps^2 V'^2/(24 m) gives ln Z with error O(eps^4);
  the plain bead average of O(x) has bias -(eps^2/(12 m)) <V' O'>;
  the estimator O + (eps^2/(12 m)) V' O' has error O(eps^4).
Symbols: m mass, V potential, dV = V', beta inverse temperature,
P number of beads, eps imaginary-time step, n(x) position density.
Reference values come from diagonalizing H on a grid; bead averages come
from numerical matrix multiplication, so there is no sampling noise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------- commutators, two coordinates with unequal masses ----------
X, Y = sp.symbols("X Y", real=True)
m1, m2 = sp.symbols("m1 m2", positive=True)
Vs, Os, fs = [sp.Function(name)(X, Y) for name in ("V", "O", "f")]


def kinetic(g):
    return -sp.diff(g, X, 2) / (2 * m1) - sp.diff(g, Y, 2) / (2 * m2)


def comm_TV(g):
    return kinetic(Vs * g) - Vs * kinetic(g)


def grad_product(a, b):
    return (sp.diff(a, X) * sp.diff(b, X) / m1
            + sp.diff(a, Y) * sp.diff(b, Y) / m2)


double_V = Vs * comm_TV(fs) - comm_TV(Vs * fs)
double_O = comm_TV(Os * fs) - Os * comm_TV(fs)
assert sp.expand((double_V - grad_product(Vs, Vs) * fs).doit()) == 0
assert sp.expand((double_O + grad_product(Vs, Os) * fs).doit()) == 0

# ---------- logarithm of the bead-centred step, random matrices ----------
rng = np.random.default_rng(7)
A, B = rng.normal(size=(2, 4, 4))
Tm, Vm = (A + A.T) / 2, (B + B.T) / 2


def comm(a, b):
    return a @ b - b @ a


def sym_function(a, func):
    w, u = np.linalg.eigh((a + a.T) / 2)
    return (u * func(w)) @ u.T


def log_remainder(e):
    Wm = Vm + e**2 / 24 * comm(Vm, comm(Tm, Vm))
    half = sym_function(-e * Wm / 2, np.exp)
    step = half @ sym_function(-e * Tm, np.exp) @ half
    H_step = -sym_function(step, np.log) / e
    H = Tm + Vm
    return np.linalg.norm(H_step - H - e**2 / 12 * comm(H, comm(Tm, Vm)))


log_ratio = log_remainder(0.04) / log_remainder(0.02)
assert abs(log_ratio - 16) < 1.0

# ---------- model and grid ----------
m, k, c, q, beta = 2000.0, 0.2, -0.2, 0.4, 1000.0
omega = np.sqrt(k / m)
length = 1 / np.sqrt(m * omega)
N = 256
x = np.linspace(-1.6, 1.6, N, endpoint=False)
dx = x[1] - x[0]
V = k * x**2 / 2 + c * x**3 + q * x**4
dV = k * x + 3 * c * x**2 + 4 * q * x**3


def mean(density, obs):
    return np.sum(density * obs) * dx


def reference(pot, b):
    """ln Z and density from the eigenstates of H (sinc grid basis)."""
    d = np.arange(N)[:, None] - np.arange(N)[None, :]
    off = 2.0 * (-1.0) ** np.abs(d) / np.where(d == 0, 1, d) ** 2
    T = np.where(d == 0, np.pi**2 / 3, off) / (2 * m * dx**2)
    E, u = np.linalg.eigh(T + np.diag(pot))
    w = np.exp(-b * (E - E[0]))
    return np.log(w.sum()) - b * E[0], (u**2 @ w) / w.sum() / dx


def ti_potential(pot, grad, e):
    return pot + e**2 * grad**2 / (24 * m)


def beads(W, b, P):
    """ln Z and bead density for P (even) beads with bead potential W."""
    e = b / P
    K = np.sqrt(m / (2 * np.pi * e)) * np.exp(
        -m * (x[:, None] - x[None, :]) ** 2 / (2 * e))
    h = np.exp(-e * W / 2)
    lam, u = np.linalg.eigh(dx * h[:, None] * K * h[None, :])
    w = lam**P
    return np.log(w.sum()), (u**2 @ w) / w.sum() / dx


def derivative(g):
    freq = 2 * np.pi * np.fft.fftfreq(N, dx)
    return np.real(np.fft.ifft(1j * freq * np.fft.fft(g)))


lnZ0, n0 = reference(V, beta)
F0 = -lnZ0 / beta
x2_0, V_0, x_0 = mean(n0, x**2), mean(n0, V), mean(n0, x)
force_0 = mean(n0, dV)
assert abs(force_0) < 1e-9

# ---------- errors for a sequence of bead numbers ----------
P_list = [8, 16, 32, 64, 128]
err = {}
for P in P_list:
    e = beta / P
    a = e**2 / (12 * m)
    lnZp, n_p = beads(V, beta, P)
    lnZt, n_t = beads(ti_potential(V, dV, e), beta, P)
    n_c = n_t - a * derivative(dV * n_t)
    err[P] = dict(
        F_prim=-lnZp / beta - F0,
        F_ti=-lnZt / beta - F0,
        x2_prim=mean(n_p, x**2) - x2_0,
        x2_raw=mean(n_t, x**2) - x2_0,
        x2_cor=mean(n_t, x**2 + a * dV * 2 * x) - x2_0,
        x2_disp=mean(n_t, (x + a * dV) ** 2) - x2_0,
        V_raw=mean(n_t, V) - V_0,
        V_cor=mean(n_t, V + a * dV**2) - V_0,
        x_raw=mean(n_t, x) - x_0,
        n_raw=np.max(np.abs(n_t - n0)) / n0.max(),
        n_cor=np.max(np.abs(n_c - n0)) / n0.max())


def order(key):
    return np.log2(abs(err[64][key] / err[128][key]))


for key in ("F_prim", "x2_prim", "x2_raw", "V_raw", "n_raw"):
    assert abs(order(key) - 2) < 0.1, (key, order(key))
for key in ("F_ti", "x2_cor", "V_cor", "n_cor"):
    assert abs(order(key) - 4) < 0.2, (key, order(key))
# The coefficient of eps^4 may be small here, so boundedness is tested;
# a second-order error would make these scaled numbers grow fourfold.
for P in (32, 64, 128):
    u = (beta / P * omega) ** 2
    assert abs(err[P]["x2_disp"]) / (length**2 * u**2) < 0.2
    assert abs(err[P]["x_raw"]) / (length * u**2) < 0.2
    assert abs(err[P]["x2_raw"]) > abs(err[P]["x2_prim"])

# ---------- predicted second-order bias from exact averages ----------
a128 = (beta / 128) ** 2 / (12 * m)
bias_x2 = -a128 * mean(n0, dV * 2 * x)
bias_V = -a128 * mean(n0, dV**2)
assert abs(err[128]["x2_raw"] / bias_x2 - 1) < 0.02
assert abs(err[128]["V_raw"] / bias_V - 1) < 0.02

# ---------- numerical derivative of ln Z at P = 16 ----------
P, lam_step = 16, 1e-4
e = beta / P


def lnZ_shifted(lam, respond):
    grad = dV + 2 * lam * x if respond else dV
    return beads(ti_potential(V + lam * x**2, grad, e), beta, P)[0]


def slope(respond):
    return -(lnZ_shifted(lam_step, respond)
             - lnZ_shifted(-lam_step, respond)) / (2 * lam_step * beta)


full_slope, frozen_slope = slope(True), slope(False)
x2_raw16, x2_cor16 = x2_0 + err[16]["x2_raw"], x2_0 + err[16]["x2_cor"]
assert abs(full_slope / x2_cor16 - 1) < 2e-5
assert abs(frozen_slope / x2_raw16 - 1) < 2e-5
assert abs(x2_cor16 / x2_raw16 - 1) > 1e-2

# ---------- harmonic oscillator: plain TI bias / primitive bias ----------
harmonic = []
Vh, dVh = k * x**2 / 2, k * x
for b, P in ((200.0, 32), (1000.0, 128)):
    y = b * omega
    exact = 1 / np.tanh(y / 2) / (2 * m * omega)
    prim = mean(beads(Vh, b, P)[1], x**2) - exact
    ti = mean(beads(ti_potential(Vh, dVh, b / P), b, P)[1], x**2) - exact
    formula = 4 / (3 - y / np.sinh(y))
    assert abs(ti / prim / formula - 1) < 0.01
    assert abs(ti / exact / (-(b / P * omega) ** 2 / 6) - 1) < 0.01
    harmonic.append((y, ti / prim, formula))

# ---------- beads needed for 0.1 percent in <x^2> ----------
scan = np.arange(4, 301, 4)
rel = []
for P in scan:
    e = beta / P
    n_p = beads(V, beta, int(P))[1]
    n_t = beads(ti_potential(V, dV, e), beta, int(P))[1]
    corrected = x**2 + e**2 / (12 * m) * dV * 2 * x
    rel.append([mean(n_p, x**2), mean(n_t, x**2), mean(n_t, corrected)])
rel = np.abs(np.array(rel) / x2_0 - 1)
assert np.all(rel[-1] < 1e-3)
needed = [int(scan[np.where(rel[:, j] >= 1e-3)[0].max() + 1])
          for j in range(3)]

# ---------- output ----------
kelvin = const.physical_constants["hartree-kelvin relationship"][0]
print(f"mass = {m:.0f} m_e; k = {k} hartree/bohr^2")
print(f"c = {c} hartree/bohr^3; q = {q} hartree/bohr^4")
print(f"beta = {beta:.0f} 1/hartree; temperature = {kelvin/beta:.1f} K")
print(f"harmonic omega = {omega:.4f} hartree; beta*omega = {beta*omega:.2f}")
print(f"reference F = {F0:.9f} hartree")
print(f"reference <x^2> = {x2_0:.8f} bohr^2")
print(f"reference <V> = {V_0:.9f} hartree; <x> = {x_0:.8f} bohr")
print("free-energy error (hartree): P, eps*omega, primitive, TI")
for P in P_list:
    r = err[P]
    print(f"  {P:4d} {beta/P*omega:.5f} {r['F_prim']:.3e} {r['F_ti']:.3e}")
print("<x^2> error (percent): P, primitive, TI plain, corrected, displaced")
for P in P_list:
    v = [100 * err[P][s] / x2_0
         for s in ("x2_prim", "x2_raw", "x2_cor", "x2_disp")]
    print(f"  {P:4d} " + " ".join(f"{t:.5f}" for t in v))
print("TI <V> error (percent): P, plain, corrected; <x> plain (bohr)")
for P in P_list:
    r = err[P]
    print(f"  {P:4d} {100*r['V_raw']/V_0:.5f} {100*r['V_cor']/V_0:.5f}"
          f" {r['x_raw']:.3e}")
print("TI max density error (percent of peak): P, plain, corrected")
for P in P_list:
    r = err[P]
    print(f"  {P:4d} {100*r['n_raw']:.5f} {100*r['n_cor']:.5f}")
print("observed orders, P = 64 to 128 (dimensionless):")
print(f"  F: primitive {order('F_prim'):.3f}, TI {order('F_ti'):.3f}")
print(f"  TI <x^2>: plain {order('x2_raw'):.3f},"
      f" corrected {order('x2_cor'):.3f}")
print(f"  TI density: plain {order('n_raw'):.3f},"
      f" corrected {order('n_cor'):.3f}")
print(f"P=128 <x^2> bias: found {err[128]['x2_raw']:.5e},"
      f" predicted {bias_x2:.5e} bohr^2")
print(f"P=16 TI <x^2>: plain {x2_raw16:.8f},"
      f" corrected {x2_cor16:.8f} bohr^2")
print(f"P=16 d(lnZ)/d(lambda) route: frozen gradient {frozen_slope:.8f},"
      f" responding {full_slope:.8f} bohr^2")
for y, found, formula in harmonic:
    print(f"harmonic beta*omega={y:.1f}: TI/primitive bias {found:.4f},"
          f" formula {formula:.4f}")
print("beads for 0.1 percent in <x^2> (multiples of 4):"
      f" primitive {needed[0]}, TI plain {needed[1]},"
      f" TI corrected {needed[2]}")
print(f"log-expansion remainder ratio on halving eps = {log_ratio:.3f}")
print("all good")
```

It prints:

```
mass = 2000 m_e; k = 0.2 hartree/bohr^2
c = -0.2 hartree/bohr^3; q = 0.4 hartree/bohr^4
beta = 1000 1/hartree; temperature = 315.8 K
harmonic omega = 0.0100 hartree; beta*omega = 10.00
reference F = 0.005282017 hartree
reference <x^2> = 0.02443751 bohr^2
reference <V> = 0.002458725 hartree; <x> = 0.04533042 bohr
free-energy error (hartree): P, eps*omega, primitive, TI
     8 1.25000 -3.992e-04 -6.254e-05
    16 0.62500 -1.222e-04 -6.542e-06
    32 0.31250 -3.282e-05 -4.895e-07
    64 0.15625 -8.377e-06 -3.219e-08
   128 0.07812 -2.106e-06 -2.039e-09
<x^2> error (percent): P, primitive, TI plain, corrected, displaced
     8 -15.32649 -22.50140 -2.07254 -0.48172
    16 -4.79800 -6.90641 -0.22720 -0.07910
    32 -1.29158 -1.83842 -0.01706 -0.00641
    64 -0.32963 -0.46743 -0.00112 -0.00043
   128 -0.08285 -0.11736 -0.00007 -0.00003
TI <V> error (percent): P, plain, corrected; <x> plain (bohr)
     8 -28.14520 -3.85901 -1.952e-03
    16 -9.51493 -0.47087 -2.260e-04
    32 -2.63963 -0.03743 -1.768e-05
    64 -0.67951 -0.00251 -1.178e-06
   128 -0.17117 -0.00016 -7.488e-08
TI max density error (percent of peak): P, plain, corrected
     8 13.37983 3.79629
    16 3.36230 0.25991
    32 0.83223 0.01634
    64 0.20722 0.00102
   128 0.05175 0.00006
observed orders, P = 64 to 128 (dimensionless):
  F: primitive 1.992, TI 3.981
  TI <x^2>: plain 1.994, corrected 3.981
  TI density: plain 2.002, corrected 3.999
P=128 <x^2> bias: found -2.86804e-05, predicted -2.87219e-05 bohr^2
P=16 TI <x^2>: plain 0.02274975, corrected 0.02438198 bohr^2
P=16 d(lnZ)/d(lambda) route: frozen gradient 0.02274976, responding 0.02438199 bohr^2
harmonic beta*omega=2.0: TI/primitive bias 1.6340, formula 1.6336
harmonic beta*omega=10.0: TI/primitive bias 1.3342, formula 1.3337
beads for 0.1 percent in <x^2> (multiples of 4): primitive 120, TI plain 140, TI corrected 24
log-expansion remainder ratio on halving eps = 15.995
all good
```
